Uniform Brillouin-Zone Sums: Omitted Lattice Harmonics and Exponential Convergence

## First half: from the mesh sum to an exponential bound

Q: To get the band energy of an insulator you replace an integral over the Brillouin zone by an average over evenly spaced wavevectors. The usual error estimate for such a rule falls as the square of the spacing. Why should I expect anything better?

A: That estimate holds for a function with a bounded second derivative on an interval whose two ends have nothing to do with each other. Here the integrand is periodic, and its error can be written down before anything is assumed about how it decays.

Let a₁, a₂, a₃ be the primitive lattice vectors and k the wavevector. I use the three angles

θᵢ = k·aᵢ.

Adding a reciprocal lattice vector to k changes each θᵢ by a multiple of 2π. Let F(θ) be the sum of the occupied band energies at one wavevector, per cell and per spin. It has period 2π in each angle. The quantity wanted is the zone average

⟨F⟩ = ∫ d³θ/(2π)³ F(θ), each θᵢ running from 0 to 2π.

The Hamiltonian is held fixed throughout. A self-consistent calculation also has a mesh error in its density, which changes the Hamiltonian itself; that effect is outside this argument.

Q: Then write down the error.

A: Expand F in its Fourier series,

F(θ) = Σₙ Fₙ exp(i n·θ), Fₙ = ∫ d³θ/(2π)³ F(θ) exp(−i n·θ),

where n = (n₁, n₂, n₃) are integers. Since n·θ = k·R with R = n₁a₁ + n₂a₂ + n₃a₃, each term belongs to one lattice vector, and I call it a lattice harmonic. The zone average is the harmonic n = 0. I assume that Σₙ |Fₙ| is finite, so that sums may be reordered; a smooth periodic F satisfies this.

Start with one angle. A mesh of N points with shift s, measured in mesh steps, is

θⱼ = 2π(j + s)/N, j = 0, 1, …, N − 1.

The mesh average of one harmonic is

(1/N) Σⱼ exp(i n θⱼ) = exp(2πi n s/N) · (1/N) Σⱼ rʲ, r = exp(2πi n/N).

If n is a multiple of N, then r = 1 and the last average is 1. Otherwise r ≠ 1, and the geometric sum is (1 − rᴺ)/(1 − r), which vanishes because rᴺ = exp(2πi n) = 1. So the mesh removes every harmonic except those with n = mN, and these survive with the factor exp(2πi m s). The term m = 0 is the wanted average. The error, mesh average minus zone average, is therefore

δ_N = Σ_{m≠0} F_{mN} exp(2πi m s).

In three dimensions the same argument applies to each angle in turn:

δ_N = Σ_{m≠0} F_{(N₁m₁, N₂m₂, N₃m₃)} exp(2πi m·s).

No approximation has been made. The mesh cannot distinguish these harmonics from a constant, up to a phase, and it counts them as part of the average.

Q: That is bookkeeping. What does a harmonic with large n mean physically?

A: It reflects how far the density matrix of the occupied electrons reaches from cell to cell. Let H(θ) be the Hamiltonian matrix in a basis of localized orbitals, and P(θ) the projector on the occupied states. Then F = Tr PH. Write both matrices as Fourier series, with Hₙ and Pₙ the blocks connecting orbitals n cells apart. Multiplying the series and collecting the terms with exp(i n·θ) gives

Fₙ = Σ_{n'} Tr P_{n'} H_{n−n'}.

If the Hamiltonian has finite range, n' must lie close to n. So Fₙ reaches as far as the density matrix does, plus one hopping range.

The mesh has a real-space meaning too. In one dimension, N Bloch phases with exp(iNθ) = exp(2πi s) are those of a ring of N cells whose boundary condition carries the phase 2πs. The term m in δ_N comes from amplitudes that go round the ring m times. The mesh error is the energy the electrons gain or lose because they can tell that the ring is closed. In an insulator I expect this to be small, since the density matrix is short-ranged, but that has to be shown.

Q: Show it, then. Smoothness alone gives me decay faster than any power, not an exponential.

A: Correct, and the additional ingredient is analyticity. Take one angle and suppose that F can be continued to complex θ, is analytic for |Im θ| < h, and is bounded there by |F| ≤ M. For n > 0 consider

Fₙ = (1/2π) ∫₀^{2π} F(θ) exp(−i n θ) dθ.

Move the path down to θ = x − i h', with 0 < h' < h. By Cauchy's theorem the integral round the rectangle between the two paths is zero. Its two vertical sides differ by 2π in θ, so the integrand has the same values on them, and because they are traversed in opposite directions they cancel. Hence the lower path gives the same Fₙ. On it

exp(−i n (x − i h')) = exp(−i n x) exp(−n h'),

since (−i n)(−i h') = i² n h' = −n h'. The integral is thus at most M exp(−n h'). For n < 0 move the path upwards. Letting h' approach h gives

|Fₙ| ≤ M exp(−h|n|).

Now insert this in the error. The phases have modulus one, and m and −m contribute equally to the bound:

|δ_N| ≤ 2M Σ_{m≥1} exp(−h m N) = 2M/(exp(hN) − 1).

That is exponential convergence in the number of mesh points along one direction. At hN = 1 the bound is still 1.16M, larger than the bound on F itself. It becomes useful when hN is well above one, which means that the ring is much longer than the decay length of the harmonics, 1/h cells.

Q: You might have chosen too narrow a strip. Could the true decay be faster?

A: In one dimension, not if h is the full width of the strip, so that a singularity lies on its edge. Suppose |Fₙ| ≤ C exp(−h₂|n|) with h₂ > h. Then the Fourier series would converge uniformly in every strip narrower than h₂, and its sum would be analytic past the singularity. That is a contradiction. So the nearest complex singularity fixes the exponential rate of the harmonics. It does not fix the prefactor, which may contain powers of n.

Q: My main doubt is about analyticity. Bands cross. At a crossing the lower of two bands has a kink, and a kink is not analytic.

A: A single band may indeed have a kink. The sum over all occupied bands need not. At fixed θ, write

F(θ) = (1/2πi) ∮ z Tr[z − H(θ)]⁻¹ dz,

with the path running counterclockwise round the occupied levels and leaving the empty ones outside. If the levels are ε_b, the trace is Σ_b 1/(z − ε_b). The residue of z/(z − ε_b) at z = ε_b is ε_b, so the integral is the sum of the occupied energies. The path never asks which occupied level is the lower one, and a crossing among them leaves the formula untouched.

For finite-range hopping the elements of H(θ) are finite sums of exponentials, hence analytic in θ. The inverse matrix is analytic wherever it exists. As long as no level reaches the path, F is analytic. A small change of θ allows the same path to be kept, because there is a gap.

Q: "Small" is doing a lot of work there. How far into the complex plane may I go?

A: A guaranteed distance follows from the gap. Let E_g be the smallest direct gap between the highest occupied and the lowest empty band. At real θ, run the path along a vertical line through the middle of the gap and close it far to the left. Every point z of the path is then at least E_g/2 from every level. Since H(θ) is Hermitian, the norm of [z − H(θ)]⁻¹ is the inverse of the distance to the nearest level, so it is at most 2/E_g.

Now let D = H(θ + iy) − H(θ), where y is the imaginary shift. Factor out the known matrix:

z − H(θ + iy) = [z − H(θ)] {1 − [z − H(θ)]⁻¹ D}.

If ‖D‖ < E_g/2, the second term in the braces has norm below one, and the braces can be inverted by a geometric series. No level of the complex Hamiltonian touches the path. As y grows from zero, none crosses from one side to the other, so the formula continues to follow the same occupied group. The condition for guaranteed analyticity is

‖H(θ + iy) − H(θ)‖ < E_g/2 for all real θ.

For any nonzero gap this gives a strip of nonzero width, since D tends to zero with y uniformly in θ.

Q: Does a direct gap at every wavevector make the material an insulator?

A: Not by itself. The top of the occupied band at one wavevector may lie above the bottom of the empty band at another. The sum over a fixed number of bands is still analytic, but it is then not the ground-state energy, because electrons would move to the lower states. For the ground state to have the same occupation at every k, the chemical potential must lie above all occupied levels and below all empty ones. I assume that.

Q: You have bounded a sum in one angle. A crystal has three, and a function analytic in each angle separately could have a narrower strip when all three are complex.

A: It could, and for that reason I use one complex angle at a time. Let Aᵢ denote the mesh average over θᵢ and Iᵢ the corresponding integral average. Adding and subtracting mixed terms gives

A₁A₂A₃ − I₁I₂I₃ = (A₁ − I₁)A₂A₃ + I₁(A₂ − I₂)A₃ + I₁I₂(A₃ − I₃).

Multiplying out the right side, the terms I₁A₂A₃ and I₁I₂A₃ each occur once with either sign and cancel. In each of the three remaining pieces one angle carries a one-dimensional mesh error, while the others are real and are merely averaged. An average cannot exceed the largest value being averaged. If F is analytic and bounded by Mᵢ for |Im θᵢ| < hᵢ with the other two angles real, then

|δ_N| ≤ Σᵢ 2Mᵢ/(exp(hᵢNᵢ) − 1).

A direction with a small hᵢNᵢ can dominate this bound. Refining the other two directions does not reduce its term.

Q: Give me a case where the singularity can be found, so that I can see what the gap does to h.

A: Take a chain with two sites per cell, site energies +Δ and −Δ, hopping t₁ inside a cell and t₂ between neighbouring cells, both positive. With the Bloch phase attached to the hop between cells,

H(θ) has diagonal elements Δ and −Δ, and off-diagonal elements t₁ + t₂ exp(−iθ) and t₁ + t₂ exp(iθ).

Its trace is zero, so its levels are ±E with

E² = Δ² + [t₁ + t₂ exp(−iθ)][t₁ + t₂ exp(iθ)] = A + B cos θ,

A = Δ² + t₁² + t₂², B = 2t₁t₂.

One electron per cell and spin fills the lower band, F = −√(A + B cos θ). The square root is singular where its argument vanishes, cos θ = −A/B. Since A − B = Δ² + (t₁ − t₂)² is positive in an insulator, −A/B lies below −1 and no real θ qualifies. For θ = x + iy,

cos θ = cos x cosh y − i sin x sinh y.

To be real and below −1 this needs x = π, where it equals −cosh y. The singular points are θ = π ± iη, with

cosh η = A/B.

There the two bands meet, at a complex wavevector. The strip width is h = η.

Q: And in terms of the gap?

A: The gap is smallest at θ = π, where E_g = 2√(A − B). Then

sinh²(η/2) = (cosh η − 1)/2 = (A − B)/(2B) = E_g²/(8B) = E_g²/(16t₁t₂),

η = 2 arcsinh[E_g/(4√(t₁t₂))].

For a small gap, η ≈ E_g/(2√(t₁t₂)): halving the gap doubles the number of mesh points needed for the same exponential. For a large gap, sinh u ≈ eᵘ/2 gives η ≈ 2 ln[E_g/(2√(t₁t₂))], which grows slowly. As the gap closes, η goes to zero and the exponential law is lost.

The guaranteed strip can be compared with this. The off-diagonal elements of D are t₂ exp(−iθ)(eʸ − 1) and t₂ exp(iθ)(e⁻ʸ − 1). The larger modulus is the norm, t₂(e^{|y|} − 1). Requiring it to be below E_g/2 gives

|y| < ln[1 + E_g/(2t₂)].

This cannot extend beyond the true strip; for Δ = 0 and t₁ > t₂ the two coincide, both widths being ln(t₁/t₂). It needs no knowledge of the complex singularity, which is its merit for a larger Hamiltonian.

## Second half: the size of the error, and where the law fails

Q: Before you put in numbers, restate what we are carrying over.

A: The angle θ is k·a, N is the number of mesh points in a direction, s is the shift in mesh steps, and δ_N is the mesh average minus the zone average. For one angle, δ_N = Σ_{m≠0} F_{mN} exp(2πi m s). If F is analytic and bounded by M for |Im θ| < h, then |δ_N| ≤ 2M/(exp(hN) − 1). In three dimensions, one such term is added for each direction. For the chain with site energies ±Δ and hoppings t₁ and t₂,

F = −√(A + B cos θ), A = Δ² + t₁² + t₂², B = 2t₁t₂, cosh η = A/B,

and η is its strip width. Energies are per cell and per spin.

Q: An upper bound can be far above the real error. Can you find the error itself for the chain?

A: Yes, because the square root factorizes. Put q = exp(−η). Then 2 cosh η = q + 1/q, and

(1 + q exp(iθ))(1 + q exp(−iθ)) = 1 + q² + 2q cos θ = 2q(cosh η + cos θ).

Since A + B cos θ = B(cosh η + cos θ),

F = −√(B/2q) (1 + q exp(iθ))^{1/2} (1 + q exp(−iθ))^{1/2}.

Let bⱼ be the coefficient of xʲ in (1 + x)^{1/2}. Expand both factors, which is allowed because q < 1. The harmonic n ≥ 0 takes j + n powers from the first factor and j from the second:

cₙ = −√(B/2q) Σ_{j≥0} b_{j+n} bⱼ q^{2j+n}.

I write cₙ for Fₙ here. Since F is even in θ, c₋ₙ = cₙ.

Q: A series is not yet a law for large N.

A: We need bₙ for large n. From its definition,

bₙ = ½(½ − 1)…(½ − n + 1)/n! = (−1)^{n−1} (2n)!/[4ⁿ (n!)² (2n − 1)].

The second form follows from 1·3·…·(2n − 3) = (2n)!/[2ⁿ n! (2n − 1)]. Stirling's formula, n! ≈ √(2πn)(n/e)ⁿ(1 + 1/12n), gives

(2n)!/[4ⁿ(n!)²] ≈ (πn)^{−1/2}(1 + 1/24n − 1/6n) = (πn)^{−1/2}(1 − 1/8n).

With 1/(2n − 1) ≈ (1/2n)(1 + 1/2n), this becomes

bₙ ≈ (−1)^{n−1} [1/(2√π n^{3/2})] (1 + 3/8n).

For fixed j, b_{j+n} ≈ (−1)ʲ bₙ (1 − 3j/2n). The weights q^{2j} suppress large j, so this may be inserted in the sum. Two sums are needed:

Σⱼ bⱼ(−q²)ʲ = √(1 − q²), Σⱼ j bⱼ(−q²)ʲ = −q²/[2√(1 − q²)].

The second comes from applying x d/dx to (1 + x)^{1/2} at x = −q². Together they give

cₙ ≈ −√(B/2q) bₙ qⁿ √(1 − q²) {1 + 3q²/[4n(1 − q²)]}.

Now (1 − q²)/2q = sinh η. The two corrections of order 1/n add to

(3/8n)[1 + 2q²/(1 − q²)] = (3/8n)(1 + q²)/(1 − q²) = 3 coth η/(8n).

For s = 0 the terms m = ±1 give 2c_N, and those with larger |m| are exponentially smaller. Hence

δ_N ≈ (−1)ᴺ √(B sinh η/π) N^{−3/2} exp(−ηN) [1 + 3 coth η/(8N)].

The exponential comes from the distance to the singularity, and the power N^{−3/2} from its square-root character. The law needs ηN well above one, because the values of j that carry weight run up to about 1/η and must be small compared with n. For t₁ = t₂ = 1 eV, Δ = 0.1 eV and N = 10, where ηN ≈ 1, it is 8 percent too low.

Q: Put this to work on something where a small energy matters.

A: In a ferroelectric one compares a polar structure with a nonpolar one, and the difference is small compared with either energy. I take round model parameters, not those of a material: Δ = 0.5 eV and mean hopping 1 eV. In the polar chain t₁ = 1.1 eV and t₂ = 0.9 eV; in the nonpolar one both are 1 eV. With unequal sites, unequal bonds remove the inversion centres that the uniform chain has on its sites.

For the polar chain

A = 0.25 + 1.21 + 0.81 = 2.27 eV², B = 2 × 1.1 × 0.9 = 1.98 eV²,

E_g = 2√0.29 = 1.077 eV, η = 0.535.

For the nonpolar chain A = 2.25 eV², B = 2 eV², E_g = 1 eV and η = 0.495. The guaranteed strip widths are 0.469 and 0.405, below the true values as required. Since the exponential loses a factor of ten for every ln 10/η points, the polar chain needs about 4.3 more points per factor of ten and the nonpolar one about 4.7.

At N = 10 the leading law for the polar chain, without its bracket, gives

√(1.98 × 0.5607/π) × 10^{−3/2} × exp(−5.348) = 0.594 × 0.0316 × 0.00476 = 8.94 × 10⁻⁵ eV.

The directly computed error is 9.63 × 10⁻⁵ eV. It is the average of the lower eigenvalue of the 2 × 2 matrix over the mesh, minus a Gauss–Legendre integral over the zone with 80 nodes in each of two panels. The ratio is 1.077. The correction in the bracket is 3 × 2.045/80 = 0.077, which accounts for the difference at this accuracy. The upper bound, with M = √(2A), is about 20 meV, roughly two hundred times the error. It guarantees convergence but does not estimate the error.

Q: Surely most of the error cancels when you subtract the two structures.

A: Some of it does. The zone averages are −1.41418 eV and −1.40284 eV, so the polar chain is lower by 11.35 meV. This is an electronic energy alone: the chain has no elastic energy, so it is not the depth of a ferroelectric well. The mesh errors in meV are:

N = 4: polar 10.84, nonpolar 12.45, difference −1.61

N = 5: polar −4.13, nonpolar −4.87, difference 0.74

N = 8: polar 0.400, nonpolar 0.535, difference −0.134

N = 12: polar 0.0248, nonpolar 0.0388, difference −0.0139

N = 20: polar 0.000156, nonpolar 0.000335, difference −0.000179

At N = 4 the error of the difference is 14 percent of the difference itself. For the even meshes listed, the polar chain appears too stable; at N = 5 it appears not stable enough. The alternation follows from (−1)ᴺ.

The cancellation becomes poorer as N grows, because the two errors decay at different rates. Their ratio contains exp[−(0.535 − 0.495)N], which is about 0.45 at N = 20. The prefactors raise this to 0.47, the ratio of the two computed errors. At large N the structure with the smaller η, here the nonpolar one, controls the error of the difference.

For an error below 10⁻⁶ eV at that mesh and at all larger ones up to N = 60, the polar energy needs N = 17, the nonpolar energy 19 and the difference 17.

Q: Then shift the mesh and kill the leading harmonic. Is that not free accuracy?

A: Let us count. For a general shift, the terms m and −m combine to

δ_N = Σ_{m≥1} 2c_{mN} cos(2πms).

At s = 1/2 the leading term changes sign. At s = 1/4 it vanishes, and the next term is −2c_{2N}, of order exp(−2ηN). For the polar chain at N = 10 the errors are

s = 0: 9.633 × 10⁻⁵ eV

s = 1/4: −1.561 × 10⁻⁷ eV

s = 1/2: −9.602 × 10⁻⁵ eV.

The unshifted mesh with N = 20 has an error of 1.561 × 10⁻⁷ eV, the same size as the quarter-shifted mesh with N = 10.

There is less free accuracy in this than it seems. Because F(−θ) = F(θ), I may add to the quarter-shifted mesh all the points −θⱼ without changing the average. In units of 2π/N the two sets lie at integers plus 1/4 and integers plus 3/4. Together they form a mesh of 2N points with half a step of shift. The quarter-shifted mesh with N = 10 has ten distinct energies; the unshifted mesh with N = 20 has eleven, since θ and −θ count once. The work is nearly equal, and so is the accuracy.

Q: I still want to see the kink do its damage. You said that a single band could spoil the law.

A: Suppose f is continuous, periodic and smooth except for slope jumps J_p at the points θ_p, each jump being the slope on the right minus that on the left. Integrate fₙ by parts twice, piece by piece. In the first step the boundary terms cancel because f is continuous. In the second they leave the slope jumps:

fₙ = −(1/2πn²) [Σ_p J_p exp(−i n θ_p) + ∫ f''(θ) exp(−i n θ) dθ].

The remaining integral goes over the smooth pieces and falls at least as 1/n. Keep the jumps, set n = mN, and add m and −m at s = 0:

δ_N ≈ −(1/πN²) Σ_p J_p S(Nθ_p), S(x) = Σ_{m≥1} cos(mx)/m².

The error is now algebraic.

To see this beside the exponential law, take the polar chain together with a second, uncoupled chain in which t₂ has the opposite sign. The occupied bands are −√(A + B cos θ) and −√(A − B cos θ). They cross at θ = ±π/2. At π/2 their slopes are B/(2√A) and −B/(2√A). The first band is lower to the left and the second to the right, so the lowest band has J = −B/√A there. By symmetry the jump at −π/2 is the same.

If N is a multiple of four, S = Σ 1/m² = π²/6, and

δ_N ≈ πB/(3√A N²).

At N = 20 this is 1.376/400 = 3.44 × 10⁻³ eV, and diagonalization of the 4 × 4 matrix on the mesh gives the same to three digits. For the sum of the two occupied bands the error is 3.12 × 10⁻⁷ eV, ten thousand times smaller. The second band is the first one moved by π, which for even N maps the mesh onto itself, so the sum has twice the error of one chain. The kinks of the lowest band and of the next one cancel.

Q: What about a metal?

A: There the occupation itself creates the singularity. Take one band ε = −2t cos θ with t = 1 eV, at zero temperature and fixed chemical potential μ = −0.6 eV. The grand-potential integrand is the smaller of ε − μ and zero. It has kinks at ±θ_F, where cos θ_F = 0.3. With v = 2t sin θ_F = 1.908 eV, both slope jumps are −v, so

δ_N ≈ (2v/πN²) S(Nθ_F).

Since |S| is at most π²/6, the magnitude of this leading term is at most πv/(3N²). At N = 20 that is 5.0 × 10⁻³ eV, and the computed error is 4.1 × 10⁻³ eV. At N = 211 the ceiling is 4.5 × 10⁻⁵ eV and the error −2.2 × 10⁻⁵ eV. Both insulating chains have errors below 4 × 10⁻⁶ eV already at N = 16. The value of S depends on where the mesh falls relative to the Fermi points, so the error changes sign with N and its size does not fall steadily. Here θ_F is close to 2π/5, and S nearly repeats when N grows by five.

Q: All your explicit errors are one-dimensional. Show me one crystal where three angles matter.

A: Take the face-centred cubic lattice with two sites per cell in the zincblende arrangement, site energies ±Δ and nearest-neighbour hopping t. Each site has four neighbours of the other kind, one in the same cell and three in neighbouring cells, so

F = −√(Δ² + t²|g|²), g = 1 + exp(iθ₁) + exp(iθ₂) + exp(iθ₃).

Let θ₁ become complex and keep the other angles real. Put w = exp(iθ₁) and c = 1 + exp(iθ₂) + exp(iθ₃). The continuation of |g|² is (c + w)(c* + 1/w), and the argument of the root vanishes when

Δ² + t²(1 + |c|²) + t²(c/w + c*w) = 0.

Write w = −(c/|c|)u. Then c/w + c*w = −|c|(u + 1/u), so u + 1/u must equal (1 + Δ²/t² + |c|²)/|c|. This exceeds 2, because 1 + |c|² ≥ 2|c| and Δ is nonzero, so u is real and positive. With u = eʸ,

2 cosh y = (1 + Δ²/t²)/|c| + |c| ≥ 2√(1 + Δ²/t²).

The inequality compares an arithmetic with a geometric mean. Equality holds at |c| = √(1 + Δ²/t²), which is reached if it does not exceed 3, because |c| takes all values from 0 to 3. Then sinh y = Δ/t, and the strip width is

h = arcsinh(Δ/t).

By symmetry it is the same for the other two angles. For Δ = t = 1 eV, h = 0.881. In the strip the argument of the root is at most Δ² + t²(1 + 9 + 6 cosh h) = 19.5 eV² in modulus, so M = 4.41 eV.

Q: And the actual errors?

A: I take the reference average from Gauss–Legendre integration with 80 nodes in each angle. For N × N × N unshifted meshes the errors are:

N = 4: 1.9 × 10⁻³ eV

N = 8: 6.9 × 10⁻⁶ eV

N = 12: 5.2 × 10⁻⁸ eV.

At N = 12 the bound is 6.8 × 10⁻⁴ eV, so it is very loose here. From N = 10 to N = 12 the error falls by a factor of 10.9, while exp(−2h) alone would give 5.8. This does not contradict the bound, which limits the error from above but need not give its actual rate of decay in three dimensions.

The formula with omitted harmonics does not suffer from this looseness. Take a deliberately uneven mesh, N = (4, 5, 6), with shifts (0.1, 0.2, 0.3). The mesh error is 1.317 × 10⁻⁴ eV. Computing the harmonics by the same integration and adding those with each mᵢ from −4 to 4, except m = 0, also gives 1.317 × 10⁻⁴ eV. The phases exp(2πi m·s) are part of that sum.

Q: So what should I conclude when a calculation on an insulator converges slowly?

A: First, that N may still be too small compared with 1/h in some direction, as happens with a small gap. Then N must grow in that direction. Second, that the quantity being summed may not be the one covered by the argument: a single band with crossings, or bands whose occupation changes across the zone. Third, that the Hamiltonian or the energy term may fall outside the assumptions. The exponential law was proved for the sum over a group of bands that stays separated from all others, for a fixed Hamiltonian whose elements are analytic in θ, as they are for finite-range hopping. The gap alone is not enough. Hopping that falls as a power of the distance gives an algebraic error even in a gapped chain: a 1/n⁴ tail leads to an error of order N⁻⁴ at large N. The Fock exchange energy of Hartree–Fock and hybrid functionals is a double sum over the mesh with a Coulomb singularity; if the singular term is simply omitted, its error in an insulator falls only as 1/N.
